# Why ionisation coefficients pass from a 1/F to a 1/F² exponent

**Question.** An electron in a semiconductor must gain an energy $E_I$ from the field before it can ionise. In the simple cold-lattice model below, at low field $F$ the ionisation coefficient $\alpha$, the number of ionisations per unit distance drifted, is described by $\exp(-a/F)$. In a window of higher field $\exp(-b/F^2)$ is the better law. Why should the power of the field in the exponent change, and can one picture hold both laws?

**Answer.** There are two ways to climb. An electron can run along the field without being scattered, or it can be scattered many times and still wander upwards in energy. The two climbs depend differently on $F$, and far from their crossover the less improbable one sets the exponent; near it, mixed paths give a smaller exponent than either.

## The model and the ballistic climb

Take a parabolic band, isotropic scattering with a mean free path $\lambda$ independent of energy, and a fixed energy loss $E_r$ per collision. The lattice is cold, so phonons are emitted but not absorbed. An electron ionises as soon as it reaches $E_I$ and restarts at rest. A collision below $E_r$ also leaves it at rest. With $e>0$, define

$$w=eF\lambda,\qquad \varepsilon=\frac{E_r}{w}.$$

Here $w$ is the energy gained over one mean free path along the field.

An electron starting from rest reaches $E_I$ after a distance $\ell=E_I/(eF)$. The probability of no collision on the way is

$$e^{-\ell/\lambda}=e^{-E_I/w}=\exp\!\left(-\frac{E_I}{eF\lambda}\right).$$

This is the lucky electron. One power of $F$ appears because the field sets how many mean free paths must be crossed.

## The diffusive climb

Now let the electron be scattered often, at energies $E\gg w$. It leaves a collision with speed $v$ at an angle of cosine $\mu$ to the force. With acceleration $g=eF/m$, its path length and its displacement along the force after a time $t$ are, to first order in $g$,

$$s=vt+\tfrac12 g\mu t^2,\qquad z=\mu vt+\tfrac12 gt^2 .$$

Inverting the first gives $t=s/v-g\mu s^2/(2v^3)$. Inserting this in the second gives

$$z=\mu s+\frac{g(1-\mu^2)s^2}{2v^2}.$$

For an exponentially distributed path $\langle s^2\rangle=2\lambda^2$, and for isotropic directions $\langle\mu\rangle=0$ and $\langle\mu^2\rangle=1/3$. With $\tau=\lambda/v$ and $E=mv^2/2$, the mean displacement and the mean energy gain per flight are

$$\langle z\rangle=\frac23\,\frac{eF\tau^2}{m},\qquad G=eF\langle z\rangle=\frac{w^2}{3E}.$$

The random part of the gain is larger. Its variance is $(eF)^2\langle\mu^2s^2\rangle=2w^2/3$, which is $2D$ with $D=w^2/3$.

Let $n(E)$ be the density of collisions in energy. The upward flux is drift minus diffusion:

$$J=n(G-E_r)-D\frac{dn}{dE}.$$

Write $n=E\phi$. Since $G=D/E$, the term $nG=D\phi$ cancels the same term in $D\,dn/dE=D\phi+DE\phi'$, leaving

$$J=-DE\phi'-E_rE\phi .$$

With negligible flux, $\phi\propto e^{-E/T}$, where $T=D/E_r=w^2/(3E_r)$. At threshold the exponential factor is

$$e^{-E_I/T}=\exp\!\left[-\frac{3E_rE_I}{(eF\lambda)^2}\right].$$

The second power of $F$ comes from the random walk: the variance of the energy per flight grows as the square of the step $w$, while the opposing loss $E_r$ does not depend on the field.

The prefactor follows from a steady flux $J$ from rest to an absorbing threshold. Solving the flux equation with $\phi(E_I)=0$ gives

$$\phi(E)=\frac JD e^{-E/T}\int_E^{E_I}\frac{e^{E'/T}}{E'}\,dE'.$$

The number of collisions per ionisation is $N=J^{-1}\int_0^{E_I}E\phi\,dE$. For $E_I\gg T$ the inner integral is close to $Te^{E_I/T}/E_I$, and $\int_0^\infty Ee^{-E/T}dE=T^2$, so $N\approx T^3e^{E_I/T}/(DE_I)$. Nearly all the field's work goes into phonons, so the distance per ionisation is $NE_r/(eF)=NE_r\lambda/w$. Hence, to leading order,

$$\alpha\approx\frac{w}{\lambda T}\,\frac{E_I}{T}\,e^{-E_I/T}.$$

## One equation for the exponent

Far from both ends of the energy range, try a density of electrons just after collisions $f(E)\propto e^{-kE/w}$. For $E\gg w$ the flights are nearly straight, and a flight changes the energy by $y=w\mu s/\lambda$. An electron arriving at $E$ came from $E+E_r-y$, so a steady state requires

$$f(E)=\langle f(E+E_r-y)\rangle\quad\Rightarrow\quad 1=e^{-k\varepsilon}\langle e^{k\mu s/\lambda}\rangle .$$

Averaging over $s$ gives $1/(1-k\mu)$, which requires $k<1$. Averaging over $\mu$ then gives

$$\frac12\int_{-1}^{1}\frac{d\mu}{1-k\mu}=\frac{1}{2k}\ln\frac{1+k}{1-k}=\frac{\operatorname{artanh}k}{k},$$

and therefore

$$\frac{\operatorname{artanh}k}{k}=e^{k\varepsilon}.$$

The exponent of $\alpha$ is $kE_I/w$.

- **High field**, $\varepsilon\ll1$: expanding both sides, $1+k^2/3\approx1+k\varepsilon$, so $k\approx3\varepsilon$. This is the diffusive law.
- **Low field**, $\varepsilon\gg1$: $k$ approaches 1, where $\operatorname{artanh}k\approx\frac12\ln[2/(1-k)]$. Setting this equal to $e^{\varepsilon}$ gives $1-k\approx2\exp(-2e^{\varepsilon})$. This is the ballistic law. Near $k=1$ the average is dominated by flights of length about $\lambda/(1-k)$, so straight flights require $E\gg w/(1-k)$, not only $E\gg w$. Where this fails, the equation gives only an estimate of the exponent.

Since the exponent is proportional to $k\varepsilon$ at fixed $E_I/E_r$, its local power in $1/F$ is $1+d\ln k/d\ln\varepsilon$. It moves smoothly between 1 and 2.

## Ridley's lucky drift

Lucky drift replaces the full kinetics by two stages. The electron moves ballistically until its first collision. It then drifts, its momentum randomised but its energy not yet lost, until one relaxation event returns it to rest. While it survives, it is taken to gain $eF$ per unit distance.

The energy relaxation time is $\tau_E=E\tau/E_r$. With the usual drift velocity $v_d=eF\tau/m$, the relaxation length is

$$\lambda_E=v_d\tau_E=\frac{eF\tau^2E}{mE_r}=\frac{eF\lambda^2}{2E_r}.$$

The displacement found above gives a drift velocity $\langle z\rangle/\tau$ that is two thirds of this, which turns the 2 into a 3. Both choices are covered by

$$\lambda_E=\frac{w\lambda}{cE_r},\qquad c=2\text{ or }3 .$$

Define $A=\ell/\lambda=E_I/w$ and $B=\ell/\lambda_E=cE_rE_I/w^2$. The electron succeeds without a collision, or it collides at some $z$ and survives the rest by drifting:

$$P=e^{-A}+\int_0^\ell\frac{dz}{\lambda}\,e^{-z/\lambda}e^{-(\ell-z)/\lambda_E}
=e^{-A}+\frac{A}{A-B}\left(e^{-B}-e^{-A}\right).$$

Over a common denominator,

$$P=\frac{Ae^{-B}-Be^{-A}}{A-B}.$$

When the two exponents are well separated, the smaller one controls $P$. They are equal when $\lambda_E=\lambda$, that is at $w=cE_r$, where the limit of the formula is $P=(1+A)e^{-A}$.

To obtain $\alpha$, find the mean distance per attempt. The ballistic part is $\int_0^\ell e^{-z/\lambda}dz=\lambda(1-e^{-A})$. If the mean drift distance is $L_d$, the probability of ending in relaxation is $L_d/\lambda_E$. It is also $1-P$, so $L_d=\lambda_E(1-P)$. On average $1/P$ attempts are needed, hence

$$\alpha=\frac{P}{\lambda(1-e^{-A})+\lambda_E(1-P)} .$$

At very high field $P\to1$ and $\alpha\to eF/E_I$: each electron ionises as soon as it has covered $\ell$. The $1/F^2$ law therefore needs a window, with $w$ well above $cE_r$ but $B$ still large. The fields at which $w=cE_r$ and $B=1$ differ by a factor $\sqrt{E_I/(cE_r)}$, so the window is wide if $E_I\gg E_r$.

## Numbers

Take the round model parameters $E_I=1.5$ eV, $E_r=0.05$ eV and $\lambda=5$ nm. At 450 kV/cm, $w=0.225$ eV. With $c=2$,

$$A=\frac{1.5}{0.225}=6.667,\qquad B=\frac{2(0.05)(1.5)}{0.225^2}=2.963,$$

$$\lambda_E=\frac{0.225\times5}{2\times0.05}=11.25\ \text{nm},\qquad
P=\frac{6.667e^{-2.963}-2.963e^{-6.667}}{3.704}=0.0920 .$$

The distance per attempt is $5(1-e^{-6.667})+11.25(1-0.0920)=15.21$ nm, so $\alpha=0.0920/(15.21\ \text{nm})=6.05\times10^4\ \text{cm}^{-1}$.

A kinetic solution of the same model, following the parabolic trajectories between collisions, gives $5.5\times10^4\ \text{cm}^{-1}$. Over the field range it gives the following, with the exponent and its power taken from the equation for $k$:

| $F$ (kV/cm) | $kE_I/w$ | power of $1/F$ | kinetic $\alpha$ (cm$^{-1}$) | kinetic / lucky drift, $c=2$ |
|---|---|---|---|---|
| 100 | 29.7 | 1.06 | $7.6\times10^{-7}$ | 3.0 |
| 200 | 13.1 | 1.33 | 13 | 2.7 |
| 300 | 7.3 | 1.54 | $3.0\times10^3$ | 1.0 |
| 450 | 3.8 | 1.73 | $5.5\times10^4$ | 0.92 |
| 900 | 1.1 | 1.91 | $4.0\times10^5$ | 0.92 |

The crossover is broad. At 100 kV/cm the ballistic power is almost reached, but there is then one ionisation in about 13 km. At 900 kV/cm the power is near 2, but the exponent is only about 1 and $\alpha$ is already two thirds of $eF/E_I=6\times10^5\ \text{cm}^{-1}$. For ionisation within about a micrometre, $\alpha\sim10^4\ \text{cm}^{-1}$, this model lies between the two laws.

## What "ballistic electrons dominate" means

At 100 kV/cm only 18% of the ionising electrons in the kinetic solution arrive in their first flight from rest; lucky drift with $c=2$ gives 50%. Yet the exponent is nearly ballistic. Suppose an electron collides at $E$ and happens to continue straight forward from $E-E_r$. Its two flights have the combined factor

$$e^{-E/w}\,e^{-(E_I-E+E_r)/w}=e^{-E_I/w}e^{-\varepsilon}.$$

For a collision at a given energy, the cost is a factor that does not depend on $E_I$, besides the need for a favourable direction. Collisions can happen at many energies, and a path can contain several of them. Together the scattered paths bring 82% of the ionising electrons at 100 kV/cm, yet the exponent stays near the ballistic value of 30. The equation for $k$ gives 29.7, an estimate only, since here $w/(1-k)\approx100w$ exceeds $E_I=30w$; the kinetic slope $-w\,d\ln\alpha/dE_I$ at this field is about 0.97. Unscattered arrivals take over when $\varepsilon$ is larger: at $\varepsilon=2$ and $E_I/w=20$ their share is 74%.

## How far to trust lucky drift

With $c=3$ lucky drift has the correct diffusive exponent, but for $B\gg1$ and $\lambda_E\gg\lambda$ it gives $\alpha\approx e^{-B}/\lambda_E$. The diffusive result above, in the same notation, is $Be^{-B}/\lambda_E$. The factor $B$ is missing. With the parameters above these conditions are barely met: for $c=3$, $\lambda_E$ exceeds $\lambda$ only above 300 kV/cm, and at 450 kV/cm ($\lambda_E=1.5\lambda$, $B=4.4$) the kinetic $\alpha$ is 2.1 times the $c=3$ value. The largest gap computed, a factor 12 at 200 kV/cm, lies outside this regime: there $\lambda_E<\lambda$ and lucky drift has the exponent $A=15$, while $kE_I/w=13.1$.

In the diffusive regime the choice $c=2$ partly compensates for the missing factor. Writing $B$ for the $c=3$ value, its ratio to the diffusive result is

$$\frac{e^{-2B/3}/(1.5\lambda_E)}{Be^{-B}/\lambda_E}=\frac{e^{B/3}}{1.5B},$$

which stays between about 0.6 and 1.9 for $B$ from 1 to 10. This leading-order estimate is rough at the lower end. At 100, 150 and 200 kV/cm, where it does not apply, the kinetic $\alpha$ is 3.0, 4.9 and 2.7 times the $c=2$ value; by 300 kV/cm the factor has fallen to 1.0. For larger $B$ within the diffusive regime the ratio grows exponentially, and $c=2$ fails.

A warm lattice changes the low-field limit. If phonons of energy $\hbar\omega$ are emitted and absorbed in the ratio $(N_q+1):N_q$, the loss factor for a tail $e^{-\kappa E}$ becomes

$$\frac{(N_q+1)e^{-\kappa\hbar\omega}+N_qe^{\kappa\hbar\omega}}{2N_q+1}.$$

As $w\to0$ the flights contribute a factor 1, so this must equal 1. Because $N_qe^{\hbar\omega/k_BT_L}=N_q+1$, it does so at $\kappa=1/(k_BT_L)$, with $T_L$ the lattice temperature. The exponent then tends to $E_I/(k_BT_L)$ and stops growing as $1/F$. The ballistic law thus needs $w$ below $E_r$ and well above $k_BT_L$. Using this loss factor in the equation for $k$ with $\hbar\omega=0.05$ eV, the cold value $k=0.99$ at $w=0.05$ eV survives at 77 K, but at 300 K $k$ never exceeds 0.86, so the low-field rows of the table do not hold at room temperature. Soft thresholds, energy-dependent mean free paths and real band structure also lie outside the model, so the tabulated powers are not predictions for a particular semiconductor. The numerical output gives the remaining fields and the comparisons behind these results.

## Computed values

```
E_I = 1.5 eV, E_r = 0.05 eV, lambda = 5.0 nm
c=2: lambda_E = lambda at F = 200 kV/cm; B = 1 at F = 775 kV/cm
c=3: lambda_E = lambda at F = 300 kV/cm; B = 1 at F = 949 kV/cm
drift per flight / (e F tau^2/m) = 0.6667
energy walk: eps, k from root, k from walk
  0.10  0.2890  0.2889
  0.25  0.6161  0.6160
  0.50  0.8756  0.8758
(1-k)/[2 exp(-2 e^eps)] at eps=2: 1.0000
kinetic threshold slope -w dln(alpha)/dE_I:
  eps=0.1, E_I/w=30 to 33: 0.2538, expected 0.2572
  eps=2, E_I/w=20 to 22: 0.9944, ballistic law 1
  first-flight share: eps=0.1 2.02e-12, eps=2 0.739
F (kV/cm), w (eV), eps, k, k E_I/w, local power of 1/F
   100 0.050 1.000 0.9904  29.71 1.057
   150 0.075 0.667 0.9436  18.87 1.194
   200 0.100 0.500 0.8756  13.13 1.330
   300 0.150 0.333 0.7342   7.34 1.539
   450 0.225 0.222 0.5672   3.78 1.726
   600 0.300 0.167 0.4536   2.27 1.824
   900 0.450 0.111 0.3184   1.06 1.913
F (kV/cm), alpha (1/cm): kinetic, lucky drift c=2, c=3
   100 7.594e-07 2.495e-07 2.105e-07
   150 4.577e-02 9.413e-03 5.496e-03
   200 1.329e+01 4.894e+00 1.101e+00
   300 3.027e+03 2.988e+03 4.995e+02
   450 5.536e+04 6.048e+04 2.669e+04
   600 1.629e+05 1.775e+05 1.176e+05
   900 4.030e+05 4.381e+05 3.753e+05
F (kV/cm), kinetic/lucky drift: c=2, c=3; ballistic share: kinetic, c=2
   100 3.04 3.61 0.1760 0.5000
   150 4.86 8.33 0.0465 0.2502
   200 2.71 12.07 0.0167 0.0625
   300 1.01 6.06 0.0054 0.0122
   450 0.92 2.07 0.0049 0.0138
   600 0.92 1.39 0.0113 0.0241
   900 0.92 1.07 0.0435 0.0592
worked field 450 kV/cm, c=2:
  A = 6.667, B = 2.963, lambda_E = 11.25 nm
  P = 0.09198, distance per attempt = 15.21 nm
  alpha = 6.0478e+04 1/cm, sampled 6.0461e+04 1/cm
grid check at 300 kV/cm, coarse/fine alpha = 1.0005
```
